# Why slow ions lose no electronic energy to ideal undoped graphene

In a simple model of graphene, a 10 keV proton flying parallel to the sheet at a height of 1 nm loses 0.033 eV of energy to the electrons per nanometre of path. A 1 keV proton at the same height loses nothing. Yet the sheet responds strongly to the slower proton, pulling it inward with a force of 0.28 eV/nm. Why can electrons with no energy gap follow the ion without taking energy from it?

The ion can pay for an excitation of momentum $q$ with at most the energy $vq$, where $v$ is its speed. In the model, without doping and at zero temperature, every electron–hole pair of momentum $q$ costs at least $v_Fq$, where $v_F$ is the Fermi velocity. A gap is therefore unnecessary: the excitation energy may tend to zero with the momentum, as long as it stays above $vq$.

## The model and the energy balance

Hartree atomic units are used, with $\hbar=1$. A point charge $Z$ moves for ever at constant velocity $\mathbf v$, at height $b$ above a free-standing sheet. Near each of two valleys the electrons have energies $\pm v_F|\mathbf k|$, with two spin states. The lower cone is full and the upper one empty. The response is linear, and the electrons interact through the average potential they create, which is the random-phase approximation (RPA).

At fixed in-plane wavevector $\mathbf q$, the potential of a unit charge at height $b$ obeys $(\partial_z^2-q^2)\phi=-4\pi\delta(z-b)$. Its decaying solution is $Ce^{-q|z-b|}$. The slope must jump by $-4\pi$ at the charge, so $-2qC=-4\pi$ and $C=2\pi/q$. An electron in the sheet, having charge $-1$, thus feels the potential energy

$$V_q e^{-i\omega t},\qquad V_q=-\frac{2\pi Z}{q}e^{-qb},\qquad \omega=\mathbf q\cdot\mathbf v .$$

The frequency follows from the uniform motion, because the potential depends on $\mathbf r-\mathbf vt$. If $\theta$ is the angle between $\mathbf q$ and $\mathbf v$, then $\omega=qv\cos\theta$ and $|\omega|\le qv$.

The power delivered to the electrons is the mean of the time derivative of their interaction with the ion, $\int d^2r\,n\,\partial_t V$. The induced density is $n_{\mathbf q}=\chi V_qe^{-i\omega t}$, where $\chi$ is the retarded response, and $\partial_tV$ has the component $-i\omega V_qe^{-i\omega t}$. Hence

$$P=\int\frac{d^2q}{(2\pi)^2}|V_q|^2\,\chi^*(-i\omega)
=-\int\frac{d^2q}{(2\pi)^2}|V_q|^2\,\omega\,\mathrm{Im}\,\chi(q,\omega).$$

The term with $\mathrm{Re}\,\chi$ has cancelled between $\mathbf q$ and $-\mathbf q$, since $\mathrm{Re}\,\chi$ is even in $\omega$ and the factor $\omega$ is odd. In steady motion the interaction energy is constant, so $P$ is the rate at which the electrons keep energy. The stopping force is $S=P/v$. It requires a nonzero $\mathrm{Im}\,\chi$ somewhere on the set of frequencies $\omega=\mathbf q\cdot\mathbf v$.

## What a pair costs

With the lower cone full and the upper cone empty, an electron must change cones. Going from $\mathbf k$ below to $\mathbf k+\mathbf q$ above costs

$$E=v_F\left(|\mathbf k|+|\mathbf k+\mathbf q|\right)\ge v_Fq,$$

by the triangle inequality. If $v<v_F$, the available energy $|\omega|\le vq$ is too small for every $\mathbf q$.

At a height of 1 nm the relevant wavevectors are easily found. The factor $|V_q|^2$, the area element and the other powers of $q$ will combine below into the weight $q\,e^{-2qb}dq$, whose mean wavevector is

$$\frac{\int_0^\infty q^2e^{-2qb}dq}{\int_0^\infty q\,e^{-2qb}dq}=\frac{2/(2b)^3}{1/(2b)^2}=\frac1b .$$

Take $v_F=10^6$ m/s, or 0.457 atomic units. At $q=1/b=1$ nm$^{-1}$ a pair costs at least 0.658 eV. The 1 keV proton has speed $4.38\times10^5$ m/s, or $0.438\,v_F$, and supplies at most $0.438\times0.658=0.288$ eV. The 10 keV proton has $v=1.384\,v_F$ and supplies up to 0.911 eV. The two speeds are equal at a proton energy of $\tfrac12Mv_F^2=5.22$ keV, where $M$ is the proton mass. Changing $b$ rescales both energies together and leaves this threshold in place.

Energy conservation has ruled out single pairs. Interacting electrons might still have a collective oscillation below the pair threshold, and a slow ion could excite that. To exclude it, the response itself is needed.

## The response of the filled cone

Let $\chi_0$ be the response of independent electrons. A spinor of cone $s=\pm1$ is $(1,se^{i\varphi})/\sqrt2$, where $\varphi$ is the direction of its wavevector. The squared overlap between opposite cones is

$$F=\frac{|1-e^{i(\varphi'-\varphi)}|^2}{4}=\frac{1-\cos(\varphi'-\varphi)}2 ,$$

with $\varphi'$ belonging to $\mathbf k'=\mathbf k+\mathbf q$. Two spins and two valleys give a factor 4. Adding the resonant term and its antiresonant partner gives

$$\chi_0=4\int\frac{d^2k}{(2\pi)^2}F\left[\frac1{\omega-E}-\frac1{\omega+E}\right]
=-4\int\frac{d^2k}{(2\pi)^2}\frac{2EF}{E^2-\omega^2},$$

where $\omega$ stands for $\omega+i0$.

The energy depends on the sum of the distances from $\mathbf k$ to the points $0$ and $-\mathbf q$. Elliptic coordinates with these foci are therefore natural:

$$|\mathbf k|=\frac q2(\cosh\mu-\cos\nu),\qquad |\mathbf k'|=\frac q2(\cosh\mu+\cos\nu),$$

with $\mu\ge0$, $0\le\nu<2\pi$ and $d^2k=\frac{q^2}{4}(\cosh^2\mu-\cos^2\nu)\,d\mu\,d\nu$. Then $E=v_Fq\cosh\mu$. From $q^2=|\mathbf k|^2+|\mathbf k'|^2-2\mathbf k\cdot\mathbf k'$ it follows that

$$|\mathbf k||\mathbf k'|-\mathbf k\cdot\mathbf k'=\frac{q^2-(|\mathbf k'|-|\mathbf k|)^2}{2}=\frac{q^2\sin^2\nu}{2}.$$

Dividing by $2|\mathbf k||\mathbf k'|=\frac{q^2}{2}(\cosh^2\mu-\cos^2\nu)$ gives $F=\sin^2\nu/(\cosh^2\mu-\cos^2\nu)$. The denominator cancels the one in the area element, leaving $F\,d^2k=\frac{q^2}{4}\sin^2\nu\,d\mu\,d\nu$. The integral over $\nu$ is $\pi$. With $u=\omega/(v_Fq)$,

$$\chi_0=-\frac{q}{2\pi v_F}\int_0^\infty\frac{\cosh\mu\,d\mu}{\cosh^2\mu-u^2}
=-\frac{q}{2\pi v_F}\int_0^\infty\frac{dx}{x^2+1-u^2}
=-\frac{q}{4v_F\sqrt{1-u^2}},$$

where $x=\sinh\mu$. For $|u|<1$ this is real, as the pair argument requires. For $u>1$ the small positive imaginary part of $\omega$ selects $\sqrt{1-u^2}=-i\sqrt{u^2-1}$, and $\chi_0$ becomes negative imaginary.

In the RPA, $\chi=\chi_0/\varepsilon$ with

$$\varepsilon=1-\frac{2\pi}{q}\chi_0=1+\frac{a}{\sqrt{1-u^2}},\qquad a=\frac{\pi}{2v_F}.$$

A collective mode would need $\varepsilon=0$. For $|u|<1$, however, $\varepsilon\ge1+a$, which is 4.44 here. The function $\chi$ is real and has no pole, so it hides no delta-function loss either. Since a slow ion has $|u|=(v/v_F)|\cos\theta|<1$ for every $\mathbf q$, the result is $S=0$.

## Response without drag

A real $\chi$ still describes induced charge. The induced potential in the sheet is $(1/\varepsilon-1)$ times the ion's own potential, and it decays as $e^{-qz}$ above the sheet. In the frame of the ion, at position $\mathbf r$ and height $z$, it is

$$\phi_{\rm ind}=\int\frac{d^2q}{(2\pi)^2}\frac{2\pi Z}{q}\left(\frac1\varepsilon-1\right)e^{-q(b+z)}e^{i\mathbf q\cdot\mathbf r}.$$

A derivative along $\mathbf v$, taken at the ion, brings down $iq\cos\theta$. This is odd under $\mathbf q\to-\mathbf q$, whereas $1/\varepsilon$ is real and even below threshold. The drag vanishes because the induced charge is as large ahead of the ion as behind it. The derivative along $z$ does not cancel. The attraction towards the sheet is $Z\,\partial_z\phi_{\rm ind}$ at $z=b$. Using $\int_0^\infty q\,e^{-2qb}dq=1/(4b^2)$ and writing $m=v/v_F$,

$$F_{\rm att}=\frac{Z^2}{4b^2}\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{a}{a+\sqrt{1-m^2\cos^2\theta}}\qquad(m<1).$$

For an ion at rest the average is $a/(1+a)=0.775$; an ideal metal would give 1. Numerical integration at $m=0.438$ gives the 0.282 eV/nm of the opening. This force does no work on an ion kept at constant height.

## Above the Fermi velocity

The same model shows how loss begins. Since $2\pi\chi/q=1/\varepsilon-1$, one has $-\mathrm{Im}\,\chi=(q/2\pi)L$ with $L=\mathrm{Im}(-1/\varepsilon)$. Inserting this and $V_q$ in $S=P/v$ gives

$$S=\frac{Z^2}{2\pi}\int_0^\infty q\,e^{-2qb}dq\int_0^{2\pi}d\theta\,\cos\theta\,L
=\frac{Z^2}{8\pi b^2}\int_0^{2\pi}d\theta\,\cos\theta\,L .$$

For $u=m\cos\theta>1$ put $s=\sqrt{u^2-1}$. Then $\varepsilon=1+ia/s$ and

$$L=\mathrm{Im}\left(-\frac{s}{s+ia}\right)=\frac{as}{s^2+a^2}.$$

The four quarters of the circle contribute equally to the angular integral, because $L$ and $\cos\theta$ change sign together. Let $w^2=m^2-1$ and substitute $\sin\theta=(w/m)\sin\eta$. Then $s=w\cos\eta$ and $\cos\theta\,d\theta=(w/m)\cos\eta\,d\eta$, so the angular integral is

$$A=\frac{4a}{m}\int_0^{\pi/2}\frac{w^2\cos^2\eta}{w^2\cos^2\eta+a^2}d\eta
=\frac{4a}{m}\left[\frac\pi2-a^2\int_0^{\pi/2}\frac{d\eta}{a^2+w^2\cos^2\eta}\right].$$

With $\tau=\tan\eta$ the last integral becomes

$$\int_0^\infty\frac{d\tau}{a^2\tau^2+a^2+w^2}=\frac{\pi}{2a\sqrt{a^2+w^2}} .$$

Therefore

$$S=\frac{Z^2a}{4b^2m}\left[1-\frac{a}{\sqrt{a^2+m^2-1}}\right]\qquad(m>1).$$

Just above threshold, $m^2-1\approx2(m-1)$, and the bracket is approximately $(m-1)/a^2$. The loss grows from zero as $S\approx Z^2(m-1)/(4ab^2)$.

Without screening, $L$ would be $-(2\pi/q)\,\mathrm{Im}\,\chi_0=a/s$. The same substitution then gives $A=2\pi a/m$ and $S_0=Z^2a/(4b^2m)$, which jumps from zero to a finite value at $m=1$. Screening removes the jump. The pair response diverges as $1/s$ near threshold, but so does $\varepsilon$, and the total potential in the sheet is divided by $\varepsilon$. The loss $a/s$ is thereby multiplied by $1/|\varepsilon|^2=s^2/(s^2+a^2)$, which leaves a quantity proportional to $s$ as long as $s\ll a$.

For the 10 keV proton, $a=3.436$, $b=18.90$ bohr and $m=1.384$. The unscreened force is

$$S_0=\frac{3.436}{4\times18.90^2\times1.384}=1.74\times10^{-3}\ \text{hartree/bohr}=0.894\ \text{eV/nm}.$$

The bracket equals $1-3.436/\sqrt{3.436^2+0.916}=0.037$, so the screened force is 0.033 eV/nm. At this speed screening removes about 96% of the unscreened loss. Below $v_F$ the zero is present with or without screening.

## Carriers restore the loss

The argument used the full lower cone and the empty upper cone. If carriers are present, an electron can move within one cone at a cost of $v_F(|\mathbf k'|-|\mathbf k|)$. This lies between $-v_Fq$ and $v_Fq$, so a slow ion can pay for it. Doping and heating both open this channel.

Over neutral graphene, the thermal loss of an ion with $v<v_F$ has a simple low-temperature law. Let $T$ denote the thermal energy. Measuring $\mathbf k$ in units of $q$ in the response sum gives a factor $q^2$ from the area and $1/(v_Fq)$ from the energy denominators. Hence $\chi_0=(q/v_F)\,g(u,v_Fq/T)$ with a dimensionless function $g$, and $L$ depends on the same two ratios. Setting $q=Ty/v_F$ in the formula for $S$ yields

$$S=\frac{Z^2T^2}{2\pi v_F^2}\int_0^\infty y\,e^{-2bTy/v_F}dy\int_0^{2\pi}d\theta\,\cos\theta\,L(m\cos\theta,y).$$

The integral converges even without the exponential. A transition within a cone with $|\mathbf k'|-|\mathbf k|=uq$ needs $|\mathbf k|\ge(1-u)q/2$, because $|\mathbf k|+|\mathbf k'|\ge q$; such carriers are exponentially rare at large $y$. As $T\to0$ the exponential tends to 1, and at fixed speed $S\propto T^2$.

For numbers, the response sum was evaluated by numerical quadrature with Fermi occupations, including transitions within and between the cones and the screening by the carriers. The 1 keV proton at 1 nm then loses $1.24\times10^{-6}$ eV/nm at 15 K and $4.87\times10^{-6}$ eV/nm at 30 K. The ratio is 3.92 rather than 4, because the factor $e^{-2bTy/v_F}$ reduces the integral more at the higher temperature. These low-temperature values require a Fermi level far below the thermal energy: a level of only 3 meV, about $7\times10^8$ carriers per cm$^2$, raises the 15 K loss to $2.7\times10^{-6}$ eV/nm and lowers the ratio to 2.4. They also assume a constant $v_F$; with $v_F=2\times10^6$ m/s the 15 K loss would be $2.1\times10^{-7}$ eV/nm. At 300 K the loss is $3.5\times10^{-4}$ eV/nm. With the Fermi level raised to 0.1 eV at 300 K it is $1.1\times10^{-3}$ eV/nm, about 3% of the loss of the 10 keV proton over neutral graphene at zero temperature.

## From the ideal cone to a real sheet

The crystal also bends the cones and joins the valleys. In a nearest-neighbour hopping model with a carbon–carbon distance of 0.142 nm and the same $v_F$, a search over electron wavevectors and directions of $\mathbf q$ gives the cheapest pair. At $q=1$ nm$^{-1}$ it costs $0.962\,v_Fq$, so the threshold speed for this wavevector falls by about 4%. In the same search the 1 keV proton can first pay for a pair at $q\approx10.2$ nm$^{-1}$. At a height of 1 nm the factor $e^{-2qb}$ is then about $10^{-9}$. At 0.1 nm it would be about 0.13, and the protection by smooth, long-wavelength forces would be lost. The zero therefore says little about ions implanted through the sheet, which meet the carbon atoms closely.

The parameters are only representative. A Fermi velocity near $10^6$ m/s is a rough typical value, and in a free-standing neutral sheet the interaction between electrons can raise it. The threshold energy grows as $v_F^2$, and the loss of the 10 keV proton is sensitive to this input: the formula above gives 0.017 eV/nm instead of 0.033 eV/nm at $v_F=1.2\times10^6$ m/s, and zero from $1.384\times10^6$ m/s upwards. With $v_F=10^6$ m/s, a Fermi level of 0.1 eV corresponds to $7\times10^{11}$ carriers per cm$^2$ at zero temperature, a plausible unintended doping. Of the departures sized here for the 1 keV proton, carriers matter most: they move the stopping from zero to between $10^{-4}$ and $10^{-3}$ eV/nm in order of magnitude. A finite lifetime of the pairs, from disorder or collisions, can matter as much: replacing $\omega$ by $\omega+i\gamma$ in the neutral zero-temperature response, a crude device, gives about $4\times10^{-4}$ eV/nm at $\gamma=10$ meV, growing roughly in proportion to $\gamma$. Parallel flight is itself limited. Under a constant attraction $F_{\rm att}$, an ion of energy $E_{\rm ion}$ drops by $h=F_{\rm att}x^2/(4E_{\rm ion})$ over a path $x$. With $h=0.1$ nm this gives $x=\sqrt{4\times1000\times0.1/0.282}\approx38$ nm. Over that path even the doped sheet takes about 0.04 eV from the 1 keV proton, if the loss per length is held at its value for 1 nm.

Linear response is a further restriction. The coupling $Z/v_F$ is 2.19, and static screening reduces it to $2.19/4.44=0.49$, which is not small. The energy argument does extend to several free pairs: their total cost is at least $v_F$ times the sum of the magnitudes of their momenta, hence at least $v_F|\mathbf Q|$ for total momentum $\mathbf Q$, while the moving potential supplies $\mathbf v\cdot\mathbf Q$. This does not cover states bound to a strong charge, or interactions that change the pair energies. A real slow proton may also capture an electron, and it can lose energy to atomic motion. The zero belongs to the electronic loss of a fixed charge in steady flight over ideal cones.

All numerical values are calculated from the stated model.
